\section*{The Keldysh Potential of a Point Charge in an Atomically Thin Dielectric}

\section{Why one dielectric constant is not enough}

An ionized impurity in the channel of a transistor one layer thick scatters and binds carriers through its electrostatic potential. Suppose that potential is written as a Coulomb law divided by one dielectric constant. For a free-standing film 0.6 nm thick, with constants 15 in the plane and 6 across it, the potential of one elementary charge is 0.584 V at 1 nm and 0.224 V at 5 nm, as computed below. The vacuum Coulomb law gives 1.440 V and 0.288 V. The constant needed is thus 2.5 at the first distance and 1.3 at the second, and neither is a constant of the film. If the film's own mean constant, $\sqrt{15\times6}=9.49$, is used, the result at 5 nm is 0.030 V, too small by a factor of seven.

The fault lies in the form of the law. Field lines start inside the polarizable layer, run along it for some distance, and then leak into the surroundings. Screening therefore depends on distance.

\section{The model and its field equation}

A static charge $Q$ sits at the origin of a sheet at $z=0$. The half-spaces $z>0$ and $z<0$ have relative permittivities $\varepsilon_1$ and $\varepsilon_2$, with mean $\kappa=(\varepsilon_1+\varepsilon_2)/2$. The sheet has no free carriers, and no gate is near. Its response is linear, local and isotropic in the plane:
\begin{equation}
\mathbf P_{2D}=-\varepsilon_0\chi\,\nabla_\parallel\phi(\boldsymbol\rho,0).
\end{equation}
$\mathbf P_{2D}$ is a dipole moment per area, in C/m, and $\varepsilon_0\nabla\phi$ is in C/m$^2$, so $\chi$ is a length. The bound charge per area is
\begin{equation}
\sigma_b=-\nabla_\parallel\cdot\mathbf P_{2D}=\varepsilon_0\chi\nabla_\parallel^2\phi .
\end{equation}

Use the transform $\phi(\boldsymbol\rho,z)=\int\frac{d^2q}{(2\pi)^2}e^{i\mathbf q\cdot\boldsymbol\rho}\phi(q,z)$. Off the sheet, Laplace's equation reads $\partial_z^2\phi=q^2\phi$, and the solution that decays on both sides and is continuous at $z=0$ is $\phi(q)e^{-q|z|}$. The normal displacement just above the sheet is $\varepsilon_0\varepsilon_1q\phi(q)$, and just below it is $-\varepsilon_0\varepsilon_2q\phi(q)$. Their difference equals the sheet charge, which is $Q$ plus the transform of $\sigma_b$:
\begin{equation}
\varepsilon_0(\varepsilon_1+\varepsilon_2)q\,\phi(q)=Q-\varepsilon_0\chi q^2\phi(q).
\end{equation}
Hence
\begin{equation}
\phi(q)=\frac{Q}{\varepsilon_0q(2\kappa+\chi q)}
=\frac{Q}{2\varepsilon_0\kappa\,q(1+r_0q)},\qquad r_0=\frac{\chi}{2\kappa}.
\label{eq:phiq}
\end{equation}
The factor $1+r_0q$ acts as a dielectric function that grows with wave number. Long waves see the surroundings alone.

\section{Back to real space}

The angular part of the inverse transform gives $2\pi J_0(q\rho)$. With $u=r_0q$ and $x=\rho/r_0$,
\begin{equation}
\phi(\rho)=\frac{1}{2\pi}\int_0^\infty q\,\phi(q)J_0(q\rho)\,dq
=\frac{Q}{4\pi\varepsilon_0\kappa r_0}F(x),\quad
F(x)=\int_0^\infty\frac{J_0(ux)}{1+u}du .
\label{eq:F}
\end{equation}

To evaluate $F$, first stand at height $\zeta=|z|/r_0>0$, which adds a factor $e^{-u\zeta}$. Insert $1/(1+u)=\int_0^\infty e^{-s(1+u)}ds$. The $u$ integral then needed has $a=\zeta+s$. Since $J_0(ux)=\frac1{2\pi}\int_0^{2\pi}\cos(ux\cos\theta)d\theta$,
\begin{equation}
\int_0^\infty e^{-au}J_0(ux)du=\frac1{2\pi}\int_0^{2\pi}\frac{a\,d\theta}{a^2+x^2\cos^2\theta}
=\frac{2a}{\pi}\int_0^\infty\frac{dt}{a^2+x^2+a^2t^2}=\frac1{\sqrt{x^2+a^2}},
\label{eq:laplace}
\end{equation}
where $t=\tan\theta$ on each of four equal quadrants. Therefore the potential at height $\zeta$ is proportional to
\begin{equation}
\int_0^\infty\frac{e^{-s}\,ds}{\sqrt{x^2+(\zeta+s)^2}} .
\end{equation}
Seen from above, the polarized sheet and its charge look like a line of charge that extends below the sheet and fades over the length $r_0$. Letting $\zeta\to0$,
\begin{equation}
F(x)=\int_0^\infty\frac{e^{-s}}{\sqrt{x^2+s^2}}ds=\int_0^\infty\frac{e^{-xt}}{\sqrt{1+t^2}}dt,
\label{eq:two}
\end{equation}
the second form following from $s=xt$.

\section{Short range: the logarithm}

Because $\frac{d}{ds}\ln(s+\sqrt{s^2+x^2})=1/\sqrt{s^2+x^2}$, integration by parts in the first form of (\ref{eq:two}) gives
\begin{equation}
F=-\ln x+\int_0^\infty e^{-s}\ln\!\left(s+\sqrt{s^2+x^2}\right)ds .
\end{equation}
Add and subtract $\int_0^\infty e^{-s}\ln(2s)ds=\ln2-\gamma$, with $\gamma=0.5772\ldots$ Euler's constant:
\begin{equation}
F=\ln\frac2x-\gamma+R,\qquad
R=\int_0^\infty e^{-s}\ln\frac{s+\sqrt{s^2+x^2}}{2s}\,ds .
\end{equation}
The logarithm in $R$ is positive, so $R>0$. Replacing $e^{-s}$ by 1 increases the integral. The enlarged integral follows by parts; its boundary terms vanish at both ends:
\begin{equation}
R<\int_0^\infty\ln\frac{s+\sqrt{s^2+x^2}}{2s}ds
=\int_0^\infty\left(1-\frac{s}{\sqrt{s^2+x^2}}\right)ds
=\left[s-\sqrt{s^2+x^2}\right]_0^\infty=x .
\end{equation}
So, for every $x>0$,
\begin{equation}
0<F(x)-\left[\ln(2/x)-\gamma\right]<x .
\label{eq:short}
\end{equation}
For $\rho\ll r_0$ this gives
\begin{equation}
\phi(\rho)\simeq\frac{Q}{2\pi\varepsilon_0\chi}\left[\ln\frac{2r_0}{\rho}-\gamma\right],
\end{equation}
where $2\kappa r_0=\chi$ was used. The surroundings have dropped out of the prefactor. They remain inside the logarithm, through $r_0$, and shift the potential by a constant.

\section{Long range: the Coulomb law}

For $t>0$, $1-t^2/2<(1+t^2)^{-1/2}<1$. Put this into the second form of (\ref{eq:two}) and use $\int_0^\infty e^{-xt}dt=1/x$ and $\int_0^\infty t^2e^{-xt}dt=2/x^3$:
\begin{equation}
\frac1x-\frac1{x^3}<F(x)<\frac1x .
\label{eq:long}
\end{equation}
For $\rho\gg r_0$,
\begin{equation}
\phi(\rho)\simeq\frac{Q}{4\pi\varepsilon_0\kappa\rho},
\end{equation}
too large by less than the fraction $r_0^2/\rho^2$ of itself. The sheet's polarizability has disappeared: a thin layer cannot screen at distances at which the field runs through the surroundings.

\section{Closed form}

Differentiating the second form of (\ref{eq:two}) under the integral,
\begin{align}
xF''+F'+xF&=\int_0^\infty e^{-xt}\left[x\sqrt{1+t^2}-\frac{t}{\sqrt{1+t^2}}\right]dt\nonumber\\
&=-\int_0^\infty\frac{d}{dt}\left[e^{-xt}\sqrt{1+t^2}\right]dt=1 .
\end{align}
The Struve function $H_0$ is regular, vanishes at $x=0$, and obeys $xH_0''+H_0'+xH_0=2/\pi$. Hence $F-\frac\pi2H_0$ solves the Bessel equation of order zero and equals $aJ_0+bY_0$. As $x\to0$, $J_0\to1$ and $Y_0\to\frac2\pi[\ln(x/2)+\gamma]$, while (\ref{eq:short}) gives $F\to-[\ln(x/2)+\gamma]$. Matching requires $b=-\pi/2$ and $a=0$:
\begin{equation}
\phi(\rho)=\frac{Q}{8\varepsilon_0\kappa r_0}\left[H_0\!\left(\frac{\rho}{r_0}\right)-Y_0\!\left(\frac{\rho}{r_0}\right)\right].
\label{eq:keldysh}
\end{equation}
This is the Keldysh potential.

\section{Where the field lines run}

The flux carried along the sheet through a circle of radius $\rho$ is $2\pi\rho\,\varepsilon_0\chi(-\partial_\rho\phi)$. Divided by $Q$, and with $\chi=2\kappa r_0$, it is
\begin{equation}
f(x)=-xF'(x)=\int_0^\infty\frac{s\,e^{-s}}{\sqrt{x^2+s^2}}ds ,
\end{equation}
where the last form comes from differentiating $e^{-xt}$ in (\ref{eq:two}) and setting $s=xt$. For $x\to0$ the integrand becomes $e^{-s}$ and $f\to1$: the flux is still confined, so Gauss's law in two dimensions gives a field $Q/(2\pi\varepsilon_0\chi\rho)$ and a logarithmic potential. For large $x$ the root becomes $x$ and $f\to1/x$: nearly all the flux has left. The length $r_0$ is the scale of this leakage.

\section{A film of finite thickness}

A real layer has a thickness, and at distances below it the sheet must fail. Take a film $|z|<d/2$ with constants $\varepsilon_\parallel$ in the plane and $\varepsilon_\perp$ along $z$, and put $Q$ at mid-plane. Inside, $\varepsilon_\perp\partial_z^2\phi=\varepsilon_\parallel q^2\phi$. In the upper half, therefore,
\begin{equation}
\phi=A\cosh kz+B\sinh kz,\qquad k=q\sqrt{\varepsilon_\parallel/\varepsilon_\perp}.
\end{equation}
Let $\bar\varepsilon=\sqrt{\varepsilon_\parallel\varepsilon_\perp}$, so that $\varepsilon_\perp k=\bar\varepsilon q$, and let $T=\tanh(kd/2)$. At $z=d/2$ the outer solution decays as $e^{-qz}$. Continuity of $\phi$ and of the normal displacement requires $-\varepsilon_\perp\partial_z\phi=\varepsilon_1q\phi$ there. Dividing by $q\cosh(kd/2)$,
\begin{equation}
-\bar\varepsilon(AT+B)=\varepsilon_1(A+BT)\quad\Rightarrow\quad
-\frac BA=\frac{\varepsilon_1+\bar\varepsilon T}{\bar\varepsilon+\varepsilon_1T}.
\end{equation}
The displacement leaving the mid-plane upward is $-\varepsilon_0\varepsilon_\perp kB=\varepsilon_0qY_1A$, with $A=\phi(q)$. The lower half gives the same with $\varepsilon_2$. The two must add to $Q$:
\begin{equation}
\phi(q)=\frac{Q}{\varepsilon_0q(Y_1+Y_2)},\qquad
Y_j=\bar\varepsilon\,\frac{\varepsilon_j+\bar\varepsilon T}{\bar\varepsilon+\varepsilon_jT}.
\label{eq:film}
\end{equation}

\paragraph{Thin limit.} For $kd\ll1$, $T\simeq kd/2$, so $\bar\varepsilon T\simeq\varepsilon_\parallel qd/2$ and $T/\bar\varepsilon\simeq qd/(2\varepsilon_\perp)$. To first order in $q$,
\begin{equation}
Y_1+Y_2\simeq2\kappa+qd\left[\varepsilon_\parallel-\frac{\varepsilon_1^2+\varepsilon_2^2}{2\varepsilon_\perp}\right].
\label{eq:slope}
\end{equation}
If $d\to0$ at fixed $\varepsilon_\parallel d$ and $\varepsilon_\perp$, then $kd\propto\sqrt d\to0$, the second term in the bracket contributes nothing, and (\ref{eq:phiq}) returns with $\chi=\varepsilon_\parallel d$. At finite $d$ that term is the first correction to $\chi=\varepsilon_\parallel d$ for a charge at mid-plane. If $\varepsilon_1\ne\varepsilon_2$, the correction changes with the height of the charge in the film.

\paragraph{Inside the thickness.} For $kd\gg1$, $T\to1$ and each $Y_j\to\bar\varepsilon$. As $\rho\to0$ the potential therefore tends to the bulk law $Q/(4\pi\varepsilon_0\bar\varepsilon\rho)$. How fast it does so depends on the surfaces of the film, which raise the potential if $\varepsilon_1$ and $\varepsilon_2$ are below $\bar\varepsilon$ and lower it if both are above. In the suspended film of the next section the potential is still 33\% above the bulk law when $\rho$ is one tenth of $d\sqrt{\varepsilon_\parallel/\varepsilon_\perp}$. The logarithm is thus an intermediate law, valid for
\begin{equation}
d\sqrt{\varepsilon_\parallel/\varepsilon_\perp}\ll\rho\ll r_0,\qquad
\frac{r_0}{d\sqrt{\varepsilon_\parallel/\varepsilon_\perp}}=\frac{\bar\varepsilon}{2\kappa}.
\end{equation}
The window is wide when $\bar\varepsilon\gg2\kappa$.

\section{A worked example}

Take round model parameters: $Q=e$, $d=0.6$ nm, $\varepsilon_\parallel=15$, $\varepsilon_\perp=6$, and first a suspended film, $\varepsilon_1=\varepsilon_2=1$. Then $\chi=15\times0.6=9.0$ nm and $r_0=9.0/2=4.5$ nm. With $e/(4\pi\varepsilon_0)=1.440$ V nm, the potential scale is $1.440/4.5=0.320$ V.

At $\rho=1$ nm, $x=0.222$ and the logarithmic form is $0.320\,(\ln9-0.577)=0.518$ V. Equation (\ref{eq:keldysh}) gives 0.579 V. The difference, about 0.06 V, respects the bound $0.320\times0.222=0.071$ V from (\ref{eq:short}).

The table lists potentials in volts. The film column is the inverse transform of (\ref{eq:film}), integrated numerically between the zeros of $J_0$ with averaged partial sums. The last column is the flux fraction $f$ of the sheet model.

\begin{center}
\begin{tabular}{rrrrrr}
$\rho$ (nm) & sheet & film & log & Coulomb & $f$\\
\hline
0.2 & 1.047 & 1.283 & 1.033 & 7.200 & 0.96\\
0.5 & 0.772 & 0.799 & 0.740 & 2.880 & 0.91\\
1 & 0.579 & 0.584 & 0.518 & 1.440 & 0.83\\
2 & 0.406 & 0.408 & 0.297 & 0.720 & 0.72\\
5 & 0.224 & 0.224 & 0.003 & 0.288 & 0.51\\
10 & 0.129 & 0.129 & $-0.218$ & 0.144 & 0.34\\
50 & 0.0286 & 0.0286 & $-0.733$ & 0.0288 & 0.09
\end{tabular}
\end{center}

The sheet agrees with the film to 1\% of the film value at 1 nm and is 18\% low at 0.2 nm, well inside the thickness. There the film column is itself a continuum extrapolation, since atoms are not resolved. The field of the film is also strong at short range, about 0.3 V/nm at 1 nm and 0.7 V/nm at 0.5 nm, so the linear and local response assumed here is least secure for the first rows of the table.

The logarithm does worse. Its window should lie between $0.6\sqrt{15/6}=0.95$ nm and 4.5 nm, a ratio of 4.7, which leaves little room for two strong inequalities. It is already 10\% below the sheet result at 0.97 nm. Compared with the film, it is low by 19\%, 7\% and 11\% at 0.2, 0.5 and 1 nm. At the dielectric contrast of this example the full function (\ref{eq:keldysh}) is therefore the useful result, and the logarithm gives only the slope of the film potential against $\ln\rho$, to within 20\%, between 0.5 and 1 nm. The negative entries lie outside the regime of the logarithm and have no physical meaning.

A film with $d=1$ nm and both constants equal to 1000 has $r_0=500$ nm. At 10 nm its numerically integrated potential exceeds the logarithmic form by 0.5\%, so the logarithm does appear when the contrast is large.

On the far side, the sheet potential is half the Coulomb value at 1.5 nm and reaches 90\% of it at 10.3 nm, or $2.3\,r_0$.

\section{Substrate and gate}

Put the same film on a substrate with $\varepsilon_2=4$. Now $2\kappa=5$ and $r_0=9.0/5=1.8$ nm. The Coulomb law takes over sooner: 90\% is reached at $2.3\times1.8=4.1$ nm. The sheet potential at 1 nm falls to 356 mV, against 369 mV for the film, an error of 3.5\%. The sheet is less accurate here than for the suspended film. By (\ref{eq:slope}) the slope that plays the part of $\chi$ is $0.6\,(15-17/12)=8.15$ nm, 9\% below the 9.0 nm used; for the suspended film it is 8.90 nm, 1\% below. A smaller slope means weaker screening, which agrees with the sign of the error. Surroundings of high permittivity make the sheet worse still: with a constant of 20 on both sides it is 21\% too low at 1 nm, although that distance exceeds the film thickness.

In a transistor a metal gate lies at some depth $t$ in medium 2. The potential there must vanish at the metal, so it varies as $\sinh[q(t-|z|)]/\sinh(qt)$. Its slope at the sheet replaces $\varepsilon_2$ by $\varepsilon_2\coth(qt)$ in the jump condition:
\begin{equation}
\phi(q)=\frac{Q}{\varepsilon_0q\left[\varepsilon_1+\varepsilon_2\coth(qt)+\chi q\right]} .
\label{eq:gate}
\end{equation}
For small $q$, $q\coth(qt)=1/t+O(q^2)$, so
\begin{equation}
\phi(q)=\frac{Q}{\varepsilon_0}\left[\frac{t}{\varepsilon_2}-\frac{\varepsilon_1t^2}{\varepsilon_2^2}q+O(q^2)\right].
\end{equation}
The leading far field comes from the lowest odd power of $q$. To see this, differentiate (\ref{eq:laplace}), written as $\int_0^\infty e^{-\eta q}J_0(q\rho)dq=(\rho^2+\eta^2)^{-1/2}$, with respect to $\eta$, and let $\eta\to0$. One derivative gives $\int qJ_0\,dq=0$, so the constant term drops out. Two give $\int q^2J_0\,dq=-1/\rho^3$. The $q^2$ term needs three derivatives and also vanishes. Thus
\begin{equation}
\phi(\rho)\simeq\frac{Q\,\varepsilon_1t^2}{2\pi\varepsilon_0\varepsilon_2^2\rho^3},
\end{equation}
once $\rho$ is large compared with $t$, $\varepsilon_1t/\varepsilon_2$ and $\sqrt{\chi t/\varepsilon_2}$. The charge and its image in the gate form a dipole, and the Coulomb tail is gone.

For $t=10$ nm, numerical inversion of (\ref{eq:gate}) gives 325 mV at 1 nm, against 356 mV without the gate. At 10 nm it gives 28 mV against 56 mV, and at 100 nm 0.020 mV against 5.8 mV. At 300 nm the computed potential is 1\% above the inverse-cube law. The law sets in slowly: the potential is 12\% above it at 100 nm and 2.7 times it at 30 nm. Unless $\varepsilon_1\gg\varepsilon_2$, a Coulomb regime in a gated device needs $r_0\ll\rho\ll t$, and here $t$ is less than six times $r_0$. The gate then belongs in the potential from the start.

These results hold for a channel empty of mobile carriers. In a conducting channel the carriers screen as well. For a nondegenerate density $n$ at temperature $\Theta$, linear screening adds $e^2n/(\varepsilon_0k_B\Theta q)$ to the bracket in (\ref{eq:gate}). This form requires $e|\phi|\ll k_B\Theta$, many carriers within the screening length, and waves long compared with the thermal wavelength of the carriers. With $n=10^{12}$ cm$^{-2}$ at 300 K, the added term equals $\chi q$ at $1/q=1.1$ nm, but a circle of that radius holds only 0.04 carriers on average. The linear formula therefore gives no reliable potential close to a single impurity at this density. At $1/q=30$ nm the added term is formally 15 times the rest of the bracket for the gated sheet above. This figure is not quantitative either. The added term treats the carriers as an ideal gas, while at their mean spacing $(\pi n)^{-1/2}=5.6$ nm they repel one another with an energy of about $2.5\,k_B\Theta$, so correlations change the long-wave response strongly. The size of the term shows only that mobile carriers cannot be ignored at long range.
